# From Lognormal Interconnect Lives to a Nearly Weibull Chip Life: a program that tests the result

```python
# RESULT UNDER TEST: for N independent lognormal lifetimes (median t50,
# logarithmic standard deviation sigma) the logarithm of the minimum tends
# to the Gumbel law for minima, P(X > x) = exp(-exp(x)), where
#   X = beta*ln(Tmin/eta), eta = t50*exp(-sigma*b), beta = h/sigma,
#   b solves Phi(-b) = 1/N, h = phi(b)/Phi(-b), h/sqrt(2 ln N) -> 1.
# Phi, phi: standard normal distribution and density.
# root = sqrt(2 ln N). Times are in years.
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import log_ndtr, ndtr, zeta

HALF_LOG_2PI = 0.5 * np.log(2 * np.pi)


def hazard(u):
    return np.exp(-0.5 * u**2 - HALF_LOG_2PI - log_ndtr(-u))


def depth(log_n):
    return brentq(lambda u: log_ndtr(-u) + log_n, 0.0, 60.0, xtol=1e-13)


def minimum_cumulative_hazard(z, log_n):
    """-ln of the probability that all N standard normals exceed z."""
    return -np.exp(log_n) * log_ndtr(-z)


def moment_shape(log_n, points=20001):
    """sigma times the Weibull shape inferred from the s.d. of ln Tmin."""
    b, h = depth(log_n), hazard(depth(log_n))
    y = np.linspace(-40.0, 12.0, points)
    z = -b + y / h
    log_density = (log_n - 0.5 * z**2 - HALF_LOG_2PI - np.log(h)
                   + (np.exp(log_n) - 1) * log_ndtr(-z))
    weight = np.exp(log_density) * (y[1] - y[0])
    assert abs(weight.sum() - 1) < 1e-8
    mean = np.sum(weight * y)
    sd_z = np.sqrt(np.sum(weight * (y - mean)**2)) / h
    return np.pi / np.sqrt(6) / sd_z


x_grid = np.linspace(-10.0, 6.0, 16001)


def gumbel_distance(log_n, scale_ratio=1.0):
    """Largest difference between the true law and the Weibull law."""
    b, h = depth(log_n), hazard(depth(log_n))
    true = np.exp(-minimum_cumulative_hazard(-b + x_grid / h, log_n))
    return np.max(np.abs(true - np.exp(-np.exp(scale_ratio * x_grid))))


def linear_distance(log_n, sigma_value):
    """Same for the linearly scaled variable beta*(Tmin/eta - 1)."""
    b, h = depth(log_n), hazard(depth(log_n))
    beta_value = h / sigma_value
    z = -b + np.log1p(x_grid / beta_value) / sigma_value
    true = np.exp(-minimum_cumulative_hazard(z, log_n))
    return np.max(np.abs(true - np.exp(-np.exp(x_grid))))


# ---- hazard of the normal law: conditional moments by quadrature
for u in (0.5, 2.0, 5.0):
    m0, m1, m2 = [quad(lambda w, k=k: w**k * np.exp(-u * w - w * w / 2),
                       0, 14, epsabs=1e-13, epsrel=1e-11)[0]
                  for k in range(3)]
    h_u = hazard(u)
    assert abs(u + m1 / m0 - h_u) < 1e-8
    variance = m2 / m0 - (m1 / m0)**2
    assert abs(variance - (1 - h_u * (h_u - u))) < 1e-8
    step = 1e-4
    derivative = (hazard(u + step) - hazard(u - step)) / (2 * step)
    assert abs(derivative - (1 - variance)) < 1e-6
    assert 0 < derivative < 1 and u < h_u < u + 1 / u

# ---- bound on the departure of ln(N Phi) from a straight line
for exponent in (1, 3, 6, 250):
    log_n = exponent * np.log(10)
    b, h = depth(log_n), hazard(depth(log_n))
    departure = x_grid - (log_n + log_ndtr(-b + x_grid / h))
    assert departure.min() > -1e-10
    assert np.all(departure <= x_grid**2 / (2 * h**2) + 1e-10)

# ---- large-N expansions, convergence and its rate
error_constant = 0.5 * np.max(x_grid**2 * np.exp(x_grid - np.exp(x_grid)))
moment_constant = np.euler_gamma + 6 * zeta(3) / np.pi**2
history = []
for exponent in (6, 30, 250):
    log_n = exponent * np.log(10)
    b, h = depth(log_n), hazard(depth(log_n))
    root = np.sqrt(2 * log_n)
    A = np.log(log_n) + np.log(4 * np.pi)
    history.append([
        abs(root * (b - root + A / (2 * root))),
        abs(root**2 * (h / root - 1) + (A - 2) / 2),
        abs(h / root - 1),
        gumbel_distance(log_n),
        gumbel_distance(log_n, root / h),
        abs((moment_shape(log_n) - h) * h - moment_constant),
        1 / (root * (root - b))])
history = np.array(history)
assert np.all(np.diff(history[:, [0, 2, 3, 4, 5, 6]], axis=0) < 0)
assert history[-1, 0] < 0.01 and history[-1, 1] < 0.02
assert history[-1, 5] < 0.02
rate_measured = history[-1, 3] * h**2
assert abs(rate_measured / error_constant - 1) < 0.02

# ---- worked example: chip of equally stressed interconnect lines
t50, sigma, N = 100.0, 0.4, 1e6
linear_rate = linear_distance(log_n, sigma) / (1 / h**2 + sigma / h)
assert abs(linear_rate / error_constant - 1) < 0.04

log_N = np.log(N)
b, h, root = depth(log_N), hazard(depth(log_N)), np.sqrt(2 * log_N)
eta, beta = t50 * np.exp(-sigma * b), h / sigma


def chip_hazard(t, spread=sigma):
    return minimum_cumulative_hazard(np.log(t / t50) / spread, log_N)


def plot_slope(function, t, d=1e-4):
    return np.log(function(t * np.exp(d)) / function(t * np.exp(-d))) / (2*d)


def life(function, failed, low=1.0):
    target = np.log(-np.log1p(-failed))
    return brentq(lambda t: np.log(function(t)) - target, low, 200.0)


def weibull_life(failed, shape):
    return eta * (-np.log1p(-failed))**(1 / shape)


slope_eta = plot_slope(chip_hazard, eta)
assert abs(slope_eta / beta - 1) < 1e-5
median, early = life(chip_hazard, 0.5), life(chip_hazard, 1e-3)
slope_early = plot_slope(chip_hazard, early)
assert slope_early > slope_eta
# one line alone has the same slope at the same time
single = plot_slope(lambda t: -log_ndtr(-np.log(t / t50) / sigma), early)
assert abs(single / slope_early - 1) < 1e-8
k_moment = moment_shape(log_N)
mesh_shift = abs(k_moment - moment_shape(log_N, 10001)) / sigma
assert mesh_shift < 1e-6

# ---- direct simulation of chips with 1000 lines
rng = np.random.default_rng(12345)
lines, chips = 1000, 10000
minima = np.sort(np.concatenate([
    np.min(t50 * np.exp(sigma * rng.standard_normal((1000, lines))), axis=1)
    for _ in range(chips // 1000)]))
law = -np.expm1(-minimum_cumulative_hazard(
    np.log(minima / t50) / sigma, np.log(lines)))
rank = np.arange(chips)
sim_distance = max(np.max(law - rank / chips),
                   np.max((rank + 1) / chips - law))
assert sim_distance < 1.95 / np.sqrt(chips)   # 0.1 % sampling level
sim_shape = np.pi / np.sqrt(6) / np.std(np.log(minima), ddof=1)
quad_shape = moment_shape(np.log(lines)) / sigma
assert abs(sim_shape / quad_shape - 1) < 0.04  # about 4 sampling errors

# ---- sizes of neglected effects
T_use, T_spread, E_act = 378.0, 3.0, 0.9
k_eV = constants.k / constants.e
log_spread = E_act * T_spread / (k_eV * T_use**2)
g = np.linspace(-8, 8, 3201)
g_weight = np.exp(-g**2 / 2)
g_weight /= g_weight.sum()


def shared_hazard(t):
    failed = -np.expm1(-chip_hazard(t * np.exp(-log_spread * g)))
    return -np.log1p(-np.sum(g_weight * failed))


early_shared = life(shared_hazard, 1e-3)
sd_own = np.pi / np.sqrt(6) / (k_moment / sigma)
shape_shared = np.pi / np.sqrt(6) / np.hypot(sd_own, log_spread)
sigma_local = np.hypot(sigma, log_spread)
eta_local = t50 * np.exp(-sigma_local * b)
test_lines = 30
sigma_error = sigma / np.sqrt(2 * test_lines)
eta_factor = np.exp(b * sigma_error)
t_zero = 5.0


def threshold_hazard(t):
    z = np.log((t - t_zero) / (t50 - t_zero)) / sigma
    return minimum_cumulative_hazard(z, log_N)


eta_threshold = t_zero + (t50 - t_zero) * np.exp(-sigma * b)
slope_threshold = plot_slope(threshold_hazard, eta_threshold)
assert abs(slope_threshold / (beta * eta_threshold
           / (eta_threshold - t_zero)) - 1) < 1e-5
weak_fraction, weak_median = 1e-5, 20.0


def weak_hazard(t):
    failed = ((1 - weak_fraction) * ndtr(np.log(t / t50) / sigma)
              + weak_fraction * ndtr(np.log(t / weak_median) / sigma))
    return -N * np.log1p(-failed)


eta_weak = life(weak_hazard, -np.expm1(-1.0))
early_weak = life(weak_hazard, 1e-3)

# ---- output
print(f"median line life t50 = {t50:.0f} years")
print(f"sigma = {sigma:.2f} (no unit), lines N = {N:.0e}")
print(f"depth b = {b:.4f}, hazard h = {h:.4f} (no unit)")
print(f"sqrt(2 ln N) = {root:.4f}, h/sqrt(2 ln N) = {h/root:.4f}")
print(f"characteristic chip life eta = {eta:.3f} years")
print(f"eta if sqrt(2 ln N) replaces b = "
      f"{t50*np.exp(-sigma*root):.3f} years")
print(f"location error, Gumbel units = {root*(root-b):.3f}")
print(f"shape beta = h/sigma = {beta:.3f}")
print(f"slope of Weibull plot at eta = {slope_eta:.3f}")
print(f"shape sqrt(2 ln N)/sigma = {root/sigma:.3f}")
print(f"shape from s.d. of ln Tmin = {k_moment/sigma:.3f}")
print(f"  shift on doubling mesh spacing = {mesh_shift:.1e}")
print(f"  two-term formula = {(h+moment_constant/h)/sigma:.3f}")
print(f"median chip life: true {median:.3f}, "
      f"Weibull {weibull_life(0.5, beta):.3f} years")
print(f"0.1% chip life: true {early:.3f}, "
      f"Weibull {weibull_life(1e-3, beta):.3f} years")
print(f"0.1% life with sqrt(2 ln N) shape = "
      f"{weibull_life(1e-3, root/sigma):.3f} years")
print(f"slope of Weibull plot at 0.1% life = {slope_early:.3f}")
print("N, b, h, sqrt(2 ln N), eta (years), beta:")
for size in (1e3, 1e6, 1e9):
    bb = depth(np.log(size))
    print(f"  {size:.0e} {bb:.4f} {hazard(bb):.4f} "
          f"{np.sqrt(2*np.log(size)):.4f} "
          f"{t50*np.exp(-sigma*bb):.3f} {hazard(bb)/sigma:.3f}")
print(f"largest probability error, beta = {gumbel_distance(log_N):.5f}")
print(f"  same, sqrt(2 ln N) shape = {gumbel_distance(log_N, root/h):.5f}")
print(f"  same, linear scaling = {linear_distance(log_N, sigma):.5f}")
print(f"error constant C: formula {error_constant:.5f}, "
      f"at N=1e250 {rate_measured:.5f}")
print(f"  C from linear scaling at N=1e250 = {linear_rate:.5f}")
print(f"moment constant gamma+6 zeta(3)/pi^2 = {moment_constant:.4f}")
print(f"h/sqrt(2 ln N) at N=1e250 = {1-history[-1, 2]:.5f}")
print(f"simulation: {chips} chips of {lines} lines")
print(f"  distance from weakest-link law = {sim_distance:.4f}")
print(f"  moment shape: simulated {sim_shape:.3f}, "
      f"quadrature {quad_shape:.3f}")
print("NEGLECTED EFFECTS")
print(f"use {T_use:.0f} K, spread {T_spread:.0f} K, "
      f"activation energy {E_act:.1f} eV")
print(f"log-life spread from temperature = {log_spread:.4f}")
print(f"own s.d. of ln chip life = {sd_own:.4f}")
print(f"shared spread: moment shape = {shape_shared:.3f}")
print(f"shared spread: 0.1% life = {early_shared:.3f} years")
print(f"independent spread: sigma = {sigma_local:.4f}, "
      f"eta = {eta_local:.3f} years")
print(f"{test_lines} test lines: s.e. of sigma = {sigma_error:.4f}, "
      f"eta factor = {eta_factor:.3f}")
print(f"threshold {t_zero:.0f} years: eta = {eta_threshold:.3f} years, "
      f"slope = {slope_threshold:.3f}")
print(f"weak fraction {weak_fraction:.0e}, median {weak_median:.0f} years")
print(f"  eta = {eta_weak:.3f} years, "
      f"slope = {plot_slope(weak_hazard, eta_weak):.3f}")
print(f"  0.1% life = {early_weak:.3f} years")
print("PASS")
```

Output:

```
median line life t50 = 100 years
sigma = 0.40 (no unit), lines N = 1e+06
depth b = 4.7534, hazard h = 4.9483 (no unit)
sqrt(2 ln N) = 5.2565, h/sqrt(2 ln N) = 0.9414
characteristic chip life eta = 14.936 years
eta if sqrt(2 ln N) replaces b = 12.214 years
location error, Gumbel units = 2.645
shape beta = h/sigma = 12.371
slope of Weibull plot at eta = 12.371
shape sqrt(2 ln N)/sigma = 13.141
shape from s.d. of ln Tmin = 12.929
  shift on doubling mesh spacing = 0.0e+00
  two-term formula = 13.032
median chip life: true 14.503, Weibull 14.500 years
0.1% chip life: true 9.080, Weibull 8.546 years
0.1% life with sqrt(2 ln N) shape = 8.830 years
slope of Weibull plot at 0.1% life = 15.391
N, b, h, sqrt(2 ln N), eta (years), beta:
  1e+03 3.0902 3.3671 3.7169 29.052 8.418
  1e+06 4.7534 4.9483 5.2565 14.936 12.371
  1e+09 5.9978 6.1563 6.4379 9.080 15.391
largest probability error, beta = 0.00908
  same, sqrt(2 ln N) shape = 0.01475
  same, linear scaling = 0.02902
error constant C: formula 0.24011, at N=1e250 0.23967
  C from linear scaling at N=1e250 = 0.24107
moment constant gamma+6 zeta(3)/pi^2 = 1.3080
h/sqrt(2 ln N) at N=1e250 = 0.99701
simulation: 10000 chips of 1000 lines
  distance from weakest-link law = 0.0067
  moment shape: simulated 9.061, quadrature 9.126
NEGLECTED EFFECTS
use 378 K, spread 3 K, activation energy 0.9 eV
log-life spread from temperature = 0.2193
own s.d. of ln chip life = 0.0992
shared spread: moment shape = 5.329
shared spread: 0.1% life = 6.579 years
independent spread: sigma = 0.4562, eta = 11.437 years
30 test lines: s.e. of sigma = 0.0516, eta factor = 1.278
threshold 5 years: eta = 19.190 years, slope = 16.730
weak fraction 1e-05, median 20 years
  eta = 11.845 years, slope = 4.896
  0.1% life = 4.518 years
PASS
```
